# Cycles to one percent unwanted coverage from randomly placed defects

## The problem

In area-selective atomic-layer deposition, a film should grow on one part of a surface and leave the rest, the non-growth area, bare. Suppose that the non-growth area carries point defects at a density $N=10^{10}\ \mathrm{cm^{-2}}$, placed at random. Each defect seeds one nucleus of the unwanted film. The nucleus covers a circular footprint whose radius grows by $g=0.1$ nm per cycle.

(a) In which cycle does the covered fraction of the non-growth area reach one percent?

(b) What fraction is covered after 564 cycles, if the same growth law continues?

The wording leaves several things open, and they are fixed as follows. All nuclei start at cycle zero with zero radius, so that after $n$ cycles

$$r=gn .$$

No defects are added during the process. "At random" means that the defects are placed independently of one another and with uniform probability. Coverage $\theta$ means the projected covered area divided by the total area, averaged over a large surface far from any growth area. Lengths are in nm.

## A tempting solution

Since $1\ \mathrm{cm}=10^{7}$ nm, the density is

$$N=\frac{10^{10}}{(10^{7}\ \mathrm{nm})^2}=10^{-4}\ \mathrm{nm^{-2}} .$$

Each nucleus covers $\pi r^2$, and there are $N$ nuclei per unit area. The covered fraction is then taken to be the product,

$$\theta \overset{?}{=} \pi N r^2=\pi N g^2n^2 .$$

Setting this equal to $0.01$ gives the answer to (a):

$$n=\frac1g\sqrt{\frac{0.01}{\pi N}}=\frac{1}{0.1}\sqrt{\frac{0.01}{\pi\times10^{-4}}}=56.42 ,$$

which means the 57th cycle. For (b), $r=56.4$ nm and

$$\theta\overset{?}{=}\pi\times10^{-4}\times(56.4)^2=0.9993 ,$$

so the surface seems to be closed but for less than a tenth of a percent.

## Where it fails

One cycle later the same formula gives a coverage above one, which is impossible. The fault is in the step from "area per nucleus times number of nuclei" to "covered area". Randomly placed discs overlap, and the sum counts ground under two discs twice.

To see what the sum does measure, let $P_k$ be the probability that a randomly chosen point lies under $k$ discs. The summed disc area per unit area is the mean number of discs over a point,

$$\mu=\pi N r^2=\sum_{k\ge1}kP_k ,$$

whereas the coverage is the probability of lying under at least one disc,

$$\theta=\sum_{k\ge1}P_k .$$

Their difference is

$$\mu-\theta=\sum_{k\ge2}(k-1)P_k\ \ge 0 .$$

The sum of areas is therefore an upper bound on the coverage for any arrangement of the defects. It equals the coverage as long as no two discs overlap. On a square lattice of spacing $N^{-1/2}$ that would hold until $r=\tfrac12N^{-1/2}$, where $\mu=\pi/4$. Independent defects keep no such distance, and some pairs overlap from the start.

## The right solution

It is easier to find the probability that a point stays bare. A point is bare when no defect lies within a distance $r$ of it. Put $M$ defects independently into a large area $A$, with $N=M/A$. One defect misses the disc of radius $r$ around the point with probability $1-\pi r^2/A$. Independence lets the probabilities multiply:

$$P_0=\left(1-\frac{\pi r^2}{A}\right)^{M}=\left(1-\frac{\mu}{M}\right)^{M},$$

where $\pi r^2/A=\pi r^2N/M=\mu/M$ was used. Taking the logarithm and expanding it for large $M$,

$$\ln P_0=M\ln\left(1-\frac{\mu}{M}\right)=-\mu-\frac{\mu^2}{2M}-\dots\ \longrightarrow\ -\mu .$$

The limit is taken at fixed $N$ and $r$, so $\mu$ stays fixed while $M$ grows. The coverage is $1-P_0$:

$$\boxed{\;\theta(n)=1-e^{-\pi N g^2n^2}\;}$$

For small $\mu$ this is $\theta=\mu-\mu^2/2+\dots$, which contains the sum of areas as its leading term. For large $\mu$ it approaches one and never exceeds it.

**Part (a).** Let $\theta_t=0.01$ be the target. Solving for $n$,

$$e^{-\pi Ng^2n_t^2}=1-\theta_t
\quad\Rightarrow\quad
\pi Ng^2n_t^2=-\ln(1-\theta_t)
\quad\Rightarrow\quad
n_t=\frac1g\sqrt{\frac{-\ln(1-\theta_t)}{\pi N}} .$$

With $-\ln 0.99=0.01005$, the radius at the target is

$$r_t=\sqrt{\frac{0.01005}{\pi\times10^{-4}}}\ \mathrm{nm}=5.656\ \mathrm{nm},
\qquad n_t=\frac{5.656}{0.1}=56.56 .$$

The coverage is 0.980 % after 56 cycles and 1.016 % after 57. Fifty-six whole cycles stay below one percent, and the 57th crosses it.

This is the same whole cycle as in the tempting solution, and the expansion shows why. From $-\ln(1-\theta_t)\approx\theta_t+\theta_t^2/2$,

$$n_t\approx\frac1g\sqrt{\frac{\theta_t}{\pi N}}\left(1+\frac{\theta_t}{4}\right),$$

so overlap delays the crossing by a quarter of a percent, or 0.14 cycle. The wrong formula survives part (a) because one percent is a dilute coverage, which makes the shift small, and because no whole number happens to lie between 56.42 and 56.56.

**Part (b).** Here $\mu=0.9993$ and

$$\theta=1-e^{-0.9993}=0.632 .$$

More than a third of the surface is still bare. The mean number of discs over a point is almost one, but they are shared unevenly: a covered point lies under $0.9993/0.632=1.58$ discs on average.

**A test by simulation.** About $10^5$ defects were placed at random in a periodic square at the given density, and the distance to the nearest defect was recorded for 1.5 million random points. A point is covered once $gn$ exceeds that distance. One percent of the points were covered at 56.36 cycles. About 15 000 points decide this number, which gives the coverage a relative scatter near 0.8 %; the finite number of defects adds about 0.3 %. Since $n\propto\sqrt\theta$ here, the crossing is uncertain by half the combined value, or about 0.25 cycle. The result agrees with 56.56 but cannot tell it from 56.42. The dense case can: after 564 cycles the simulated coverage is 0.633, against 0.632 from the exponential and 0.999 from the sum.

## When the nuclei are not all alike

The derivation extends to unequal radii. If each nucleus has a random radius, independent of its position and of all other nuclei, it covers a given point with probability $\pi\langle r^2\rangle/A$, and the same limit follows. For several independent populations the probabilities of staying bare multiply, so that

$$\theta=1-\exp\Big(-\pi\sum_iN_i\langle r_i^2\rangle\Big).$$

**New defects.** Plasma exposure may damage the layer that inhibits growth. Let new defects appear at a constant rate $J$ per area and cycle. One born at cycle $t$ has radius $g(n-t)$ at cycle $n$, and these nuclei contribute

$$\int_0^nJg^2(n-t)^2\,dt=\frac{Jg^2n^3}{3}.$$

The term $Nn^2$ in the exponent is therefore replaced by $Nn^2+Jn^3/3$. This also counts nuclei born on ground that is already covered, but they do no harm. If such a nucleus appears at distance $s\le R_{\rm old}$ from the centre of an older one, its farthest edge is later at $s+g\,\Delta n\le R_{\rm old}+g\,\Delta n$, which is still inside the older disc. The argument requires that the younger nucleus spreads no faster than the older one.

For $J=10^8\ \mathrm{cm^{-2}}$ per cycle, one percent of the initial density in each cycle, the crossing moves from 56.56 to 52.20 cycles (52.10 or 52.30 if the defects appear only at the start or only at the end of each cycle). By then the added defects amount to 52 % of the initial ones, but their smaller radii reduce their weight to a third of that. In a simulation with explicit discs, run to 300 cycles at the same $N$, $g$ and $J$, the coverage was 0.429, against 0.432 from the formula.

**Incubation.** Let each nucleus wait for a delay $\tau$, uniformly distributed between 0 and $D$. The mean of $\tau$ is $D/2$ and its variance $D^2/12$, so for $n\ge D$

$$\langle(n-\tau)^2\rangle=\left(n-\frac D2\right)^2+\frac{D^2}{12}.$$

Setting this equal to $n_t^2$ gives

$$n=\frac D2+\sqrt{n_t^2-\frac{D^2}{12}} .$$

With $D=20$ the crossing is at 66.27 cycles. The mean delay adds ten cycles, and the spread takes back 0.3, because early nuclei gain more area than late ones lose. A simulation with $D=600$ at $n=600$ gave a coverage of 0.316, against 0.314 from the formula.

**Starting radius.** If a defect already has a footprint of radius $r_0$, then $r=r_0+gn$ and the crossing comes earlier by $r_0/g$. For $r_0=0.5$ nm it is at 51.56 cycles.

**Clustering.** Because $\theta\le\mu$ for any arrangement, no placement of equal nuclei at this density can reach one percent before 56.42 cycles. Any overlap of discs within clusters postpones the crossing beyond this bound. If the defects came in close pairs, with a separation much smaller than $r$ and the pairs themselves placed at random, the effective density would be $N/2$ and the crossing would move to about $\sqrt2\,n_t=80$ cycles. A separation of 0.8 nm, about a tenth of the radius at the crossing, gives 77.5 cycles instead.

## Coverage and amount of material

One percent of the area is not one percent of the material. Assume that the nuclei are hemispheres of radius $R$. The height of the deposit at a point is $\sqrt{R^2-d^2}$, where $d<R$ is the distance to the nearest defect. It exceeds $z$ when $d^2<R^2-z^2$, which has probability $1-e^{-\pi N(R^2-z^2)}$. The mean of a non-negative quantity is the integral of the probability that it exceeds $z$. With $a=\sqrt{\pi N}$,

$$h=\int_0^R\left[1-e^{-a^2(R^2-z^2)}\right]dz
=R-e^{-a^2R^2}\int_0^Re^{a^2z^2}dz .$$

The substitution $u=az$ turns this into

$$h=R-\frac{F(aR)}{a},\qquad F(x)=e^{-x^2}\int_0^xe^{u^2}du ,$$

where $F$ is Dawson's function. For small $x$,

$$F(x)\approx(1-x^2)\left(x+\frac{x^3}{3}\right)\approx x-\frac{2x^3}{3},$$

and hence $h\approx\tfrac23a^2R^3=\tfrac23\pi NR^3$. This is the volume of a hemisphere times the density, as it should be for separate nuclei.

After 57 cycles $R=5.70$ nm and $h=0.0386$ nm; the dilute formula gives 0.0388 nm. An average thickness this small hides islands 5.7 nm high.

Let the selectivity be defined as the difference of growth and non-growth divided by their sum. By coverage, with the growth area fully covered, it is

$$S_\theta=\frac{1-0.010155}{1+0.010155}=0.980 .$$

By amount, with a wanted film that has also grown 0.1 nm per cycle from the first cycle on, it is

$$S_h=\frac{5.70-0.0386}{5.70+0.0386}=0.987 .$$

The two numbers describe the same surface, so a quoted selectivity needs its definition.

## Small pads

The calculation describes an average over a large area. Consider instead a square non-growth pad of side $L=30$ nm. The mean number of defects on it is $NL^2=0.09$, and the probability of at least one is

$$1-e^{-NL^2}=8.6\ \% .$$

Most pads have no defect, and a few carry a nucleus that covers much more than one percent of them. The average describes neither kind.

A second effect is larger. Suppose that the pad is surrounded by growth areas at the same level, and that their film spreads sideways as fast as it thickens. After 57 cycles it has advanced by $R=5.70$ nm from each side. The bare part is a square of side $L-2R$, and the covered fraction, without any defect, is

$$\theta_{\rm edge}=1-\left(1-\frac{2R}{L}\right)^2=1-\left(\frac{18.6}{30}\right)^2=61.6\ \% .$$

For this contribution to be one percent after 57 cycles, the side must be

$$L=\frac{2R}{1-\sqrt{0.99}}=2274\ \mathrm{nm},$$

or about 2.3 µm. This length is proportional to $R$. A 30 nm pad, 76 times smaller, would thus pass one percent within the first cycle, at an advance smaller than an atom, where a continuous film edge has lost its meaning. For such pads, at this defect density and with growth areas at the same level, lateral growth sets the limit, not the defects.

## The numbers beside a real process

A growth of 0.1 nm per cycle is roughly that of aluminium oxide in atomic-layer deposition. The defect density is a given of the problem, and it depends strongly on how the inhibited surface was prepared. Its effect follows from $n_t\propto N^{-1/2}$: at fixed $g$, twice the density brings the crossing to 40 cycles. The radial rate enters as $n_t\propto1/g$, and it need not equal the thickness gained per cycle on the growth area. If precursor that lands on the inhibited surface migrates to the nuclei, they grow faster and the crossing comes sooner. Their radial rate then generally changes with their size, so the law $r=gn$ and the simple proportion no longer hold. On wide areas, the starting radius, new defects and delays chosen above each move the result by about four to ten cycles. The answer of 57 is thus sharp for the stated model, while for a real surface it is only as good as the defect density and the radial growth law put in. At the same $g$, a density of $10^{8}\ \mathrm{cm^{-2}}$ would move the crossing to 566 cycles, and $10^{12}\ \mathrm{cm^{-2}}$ to 5.7. In the last case the radius at the crossing is only 0.57 nm, so a starting radius of 0.5 nm would leave less than one cycle. Where growth areas at the same level surround the pad, the edge term after 57 cycles equals the one percent at a side of 2.3 µm and is still about a tenth of it at 23 µm. With both terms together, the crossing comes at 53.9 cycles for a side of 23 µm and at 55.3 for 50 µm. The edge term moves the crossing by more than one cycle on square pads narrower than about 63 µm, and it brings the crossing into the 56th cycle or earlier on pads narrower than about 113 µm. There the answer of 57 should not be used without it.

## Calculated quantities

```
defect density: 1.0e+10 cm^-2 = 1.0e-04 nm^-2
radius growth: 0.10 nm per cycle
target coverage: 1.00 %
radius at target: 5.656 nm
crossing, formula: 56.56 cycles
crossing, simulation: 56.36 cycles
crossing, overlap ignored: 56.42 cycles
last whole cycle below target: 56
first whole cycle at or above target: 57
coverage after 56 cycles: 0.9804 %
coverage after 57 cycles: 1.0155 %
radius and wanted film after 57 cycles: 5.70 nm
mean unwanted thickness then: 0.0386 nm
same, dilute formula: 0.0388 nm
selectivity by coverage: 0.9799
selectivity by amount: 0.9865
dense test, cycles: 564
dense test, sum of disc areas: 0.9993
dense test, coverage formula: 0.6319
dense test, coverage simulation: 0.6326
dense test, thickness formula: 26.04 nm
dense test, thickness simulation: 26.10 nm
new-defect test (300 cycles), formula: 0.4319
new-defect test, simulation: 0.4290
delay test (600 cycles, delays 0 to 600), formula: 0.3141
delay test, simulation: 0.3160
crossing with starting radius 0.5 nm: 51.56 cycles
crossing with new defects at 1.0e+08 cm^-2 per cycle: 52.20 cycles
crossing with delays 0 to 20 cycles: 66.27 cycles
crossing with doubled defect density: 39.99 cycles
square pad side: 30 nm
pads with a defect, formula: 8.61 %
pads with a defect, simulation: 8.63 %
pad covered from its edges after 57 cycles, formula: 61.6 %
pad covered from its edges, simulation: 61.5 %
pad side for 1 % edge coverage: 2274 nm
```
